\section*{Argon Collisional Energy Loss per Ion Pair at 2, 3 and 5 eV}

\section{Problem}

A low-pressure argon discharge contains electrons with a Maxwellian energy distribution of temperature $T$. Energies and temperatures are in electronvolts, so that $T$ stands for $k_{\mathrm B}T/q$, with $q$ the elementary charge. The electrons ionize ground-state atoms, excite them and scatter elastically from them. Find the energy $E_c$ that the electrons lose in these collisions for each electron--ion pair produced, at $T=2$, 3 and 5 eV.

The supplied rate coefficients are averages $K=\langle\sigma v\rangle$ of cross section times electron speed:
\begin{center}
\begin{tabular}{cccc}
$T$ (eV) & $K_{iz}$ (m$^3$/s) & $K_{ex}$ (m$^3$/s) & $K_{el}$ (m$^3$/s)\\
2 & $1.053\times10^{-17}$ & $3.519\times10^{-17}$ & $8.101\times10^{-14}$\\
3 & $1.795\times10^{-16}$ & $3.185\times10^{-16}$ & $1.210\times10^{-13}$\\
5 & $1.905\times10^{-15}$ & $2.036\times10^{-15}$ & $1.788\times10^{-13}$
\end{tabular}
\end{center}
They belong to the model cross sections
\begin{align}
\sigma_j(E)&=S_j\left(1-\frac{E_j}{E}\right)\quad (E>E_j),\qquad j=iz,\,ex, \label{thr}\\
\sigma_m(E)&=S_{el}\,\frac{E}{E_0}\,\exp\left(1-\frac{E}{E_0}\right), \label{el}
\end{align}
where $\sigma_j=0$ below threshold and $\sigma_m$ is the elastic momentum-transfer cross section, which peaks at $E_0$ with the value $S_{el}$. The parameters are $E_{iz}=15.8$ eV, $E_{ex}=E_0=12$ eV, $S_{iz}=3\times10^{-20}$ m$^2$, $S_{ex}=1.5\times10^{-20}$ m$^2$ and $S_{el}=1.5\times10^{-19}$ m$^2$. The atomic mass is $M=40$ u, which gives $m/M=1.3714\times10^{-5}$ for electron mass $m$.

Thresholds and mass are rounded argon values; the cross sections are simple shapes with round parameters, not measured data. One level stands for all excitation. The atoms are treated as at rest. Ionization of excited atoms, and collisions that return excitation energy to the electrons, are left out. Energy carried to the walls is a separate term of a discharge power balance and is not part of $E_c$.

\section{What has to be added}

Let $n_e$ and $n_g$ be the electron and atom densities. Pairs are produced at the rate $n_en_gK_{iz}$ per volume. Each excitation takes $E_{ex}$ from the electrons. Each ionization takes $E_{iz}$: the two outgoing electrons together have $E_{iz}$ less kinetic energy than the incoming one, and how they share the remainder does not matter, because it stays among the electrons. Let $w_{el}$ be the elastic energy loss per momentum-transfer collision. The loss rate per volume is then
\[
n_en_g\left(K_{iz}E_{iz}+K_{ex}E_{ex}+K_{el}w_{el}\right).
\]
Division by the pair production rate removes both densities:
\begin{equation}
E_c=E_{iz}+P_{ex}+P_{el},\qquad
P_{ex}=\frac{K_{ex}}{K_{iz}}E_{ex},\qquad
P_{el}=\frac{K_{el}}{K_{iz}}w_{el}. \label{ec}
\end{equation}
The table supplies the $K$'s. The quantity still missing is $w_{el}$.

\section{First estimate by scaling}

Let $u=\sqrt{8qT/(\pi m)}$ be the mean electron speed. A threshold process uses the electrons in a layer of width about $T$ above $E_j$. Their contribution to the mean of $v$ is about $u(E_j/T)\exp(-E_j/T)$. Their excess energy is about $T$, so that their cross section is about $S_jT/E_j$. The product is
\begin{equation}
K_j\sim u\,S_j\exp(-E_j/T),\qquad
\frac{K_{ex}}{K_{iz}}\sim\frac{S_{ex}}{S_{iz}}\exp\left(\frac{E_{iz}-E_{ex}}{T}\right). \label{scal}
\end{equation}
With $S_{ex}/S_{iz}=0.5$ and $E_{iz}-E_{ex}=3.8$ eV, the ratio at 2 eV is $0.5\exp(1.9)=3.34$, and the excitation part is $3.34\times12\approx40.1$ eV. At 3 and 5 eV the same steps give 21.3 and 12.8 eV.

For elastic scattering, take an electron of energy $T$ and drop the factor $\exp(-E/E_0)$ in \eqref{el}, since $T<E_0$. With $x=T/E_0$ and $\mathrm e=2.718$, this gives $K_{el}\sim \mathrm e\,u\,S_{el}\,x$. A light particle hitting a heavy one at rest loses a fraction of order $2m/M$ of its energy. Applied to the mean energy $3T/2$, this is a loss of $3(m/M)T$. Hence
\begin{equation}
P_{el}\sim\frac{S_{el}}{S_{iz}}\,\mathrm e\,x\,\exp\left(\frac{E_{iz}}{T}\right)\,3\frac mM\,T. \label{elest}
\end{equation}
At 2 eV this is $5\times2.718\times0.1667\times\exp(7.9)\times8.229\times10^{-5}\approx0.50$ eV. At 3 and 5 eV it is 0.081 and 0.027 eV.

The estimated totals are
\[
E_c\approx56.4,\quad 37.2,\quad 28.7\ \text{eV}\qquad\text{at } T=2,\ 3,\ 5\ \text{eV}.
\]

\section{Solution}

\subsection{Energy lost in one elastic collision}

An electron of velocity $\mathbf v$ meets an atom at rest. The centre of mass moves with velocity $m\mathbf v/(m+M)$, and in its frame the electron has speed $Mv/(m+M)$. An elastic collision keeps this speed and turns its direction by an angle $\chi$. Back in the laboratory, the square of the electron speed is
\[
v'^2=v^2\,\frac{m^2+M^2+2mM\cos\chi}{(m+M)^2}.
\]
Since $(m+M)^2=m^2+M^2+2mM$, the fractional energy loss is
\[
1-\frac{v'^2}{v^2}=\frac{2mM}{(m+M)^2}(1-\cos\chi)\simeq\frac{2m}{M}(1-\cos\chi),
\]
with a relative error of order $m/M$ in the last step. Forward scattering costs nothing and backward scattering costs most. The average over angles is weighted with the differential cross section, and
\[
\int\frac{d\sigma}{d\Omega}(1-\cos\chi)\,d\Omega=\sigma_m
\]
is the definition of the momentum-transfer cross section. An electron of energy $E$ therefore loses energy at the rate $n_g v\,(2m/M)E\,\sigma_m(E)$, also when the scattering is anisotropic.

\subsection{Average over the Maxwellian distribution}

The normalized energy distribution is $f(E)=(2/\sqrt\pi)\,T^{-3/2}\sqrt E\,\exp(-E/T)$, and the speed is $v=\sqrt{2qE/m}$. For any cross section,
\begin{equation}
K=\int_0^\infty\sigma vf\,dE=A\,T^{-3/2}I(T),\qquad I(T)=\int_0^\infty\sigma E\,\mathrm e^{-E/T}dE, \label{K}
\end{equation}
with $A=(2/\sqrt\pi)\sqrt{2q/m}=\sqrt{8q/(\pi m)}$. Because $A=u/\sqrt T$, this is also $K=(u/T^2)\,I(T)$.

The elastic loss needs $\langle E\sigma_mv\rangle$, which has one more factor $E$ under the integral. Differentiation with respect to $T$ produces that factor, since $d\,\mathrm e^{-E/T}/dT=(E/T^2)\,\mathrm e^{-E/T}$:
\[
\int_0^\infty\sigma_mE^2\mathrm e^{-E/T}dE=T^2\frac{dI}{dT}.
\]
From \eqref{K}, $I=T^{3/2}K_{el}/A$. Therefore
\begin{align}
\langle E\sigma_mv\rangle&=A\,T^{-3/2}\,T^2\,\frac{dI}{dT}
=T^{1/2}\frac{d}{dT}\left(T^{3/2}K_{el}\right)\nonumber\\
&=T^{1/2}\left(\tfrac32T^{1/2}K_{el}+T^{3/2}\frac{dK_{el}}{dT}\right)
=TK_{el}\left(\tfrac32+s\right), \label{ident}
\end{align}
where $s=d\ln K_{el}/d\ln T$. Multiplying by $2m/M$ and dividing by $K_{el}$ gives
\begin{equation}
w_{el}=\frac{2m}{M}\,T\left(\frac32+s\right). \label{w}
\end{equation}
The familiar form $3(m/M)T$ is the case $s=0$. It applies when the collision frequency $n_g\sigma_mv$ does not depend on energy. If the collision frequency rises with energy, as it does for a constant or rising cross section, fast electrons collide more often than slow ones, and the colliding electrons carry more than the mean energy $3T/2$ (a constant cross section gives $s=1/2$ and $2T$). The loss is then larger.

\subsection{Rate coefficients of the model}

For the threshold processes $\sigma_jE=S_j(E-E_j)$. With $E=E_j+y$,
\begin{equation}
K_j=\frac{uS_j}{T^2}\,\mathrm e^{-E_j/T}\int_0^\infty y\,\mathrm e^{-y/T}dy
=uS_j\,\mathrm e^{-E_j/T}, \label{kj}
\end{equation}
because the integral equals $T^2$. For elastic scattering,
\[
K_{el}=\frac{u}{T^2}\,\frac{\mathrm eS_{el}}{E_0}\int_0^\infty E^2\exp\left[-E\left(\frac1T+\frac1{E_0}\right)\right]dE .
\]
The integral is $2(1/T+1/E_0)^{-3}=2T^3/(1+x)^3$, so
\begin{equation}
K_{el}=2\mathrm e\,uS_{el}\frac{x}{(1+x)^3}. \label{kel}
\end{equation}
These expressions reproduce the supplied table. They also give the slope. In $\ln K_{el}$, the factor $u\propto T^{1/2}$ contributes $1/2$, the factor $x$ contributes 1, and the denominator contributes $-3x/(1+x)$:
\begin{equation}
s=\frac32-\frac{3x}{1+x},\qquad \frac32+s=\frac{3}{1+x},\qquad
w_{el}=6\,\frac mM\,\frac{T}{1+x}. \label{wmodel}
\end{equation}
The slopes at 2, 3 and 5 eV are 1.071, 0.900 and 0.618. The corresponding losses $w_{el}$ are $1.411\times10^{-4}$, $1.975\times10^{-4}$ and $2.904\times10^{-4}$ eV.

\subsection{Numbers}

At $T=2$ eV the table gives
\begin{align*}
P_{ex}&=\frac{3.519\times10^{-17}}{1.053\times10^{-17}}\times12=3.342\times12=40.1\ \text{eV},\\
P_{el}&=\frac{8.101\times10^{-14}}{1.053\times10^{-17}}\times1.411\times10^{-4}=1.09\ \text{eV},\\
E_c&=15.8+40.1+1.09=57.0\ \text{eV}.
\end{align*}
At $T=3$ eV,
\begin{align*}
P_{ex}&=\frac{3.185}{1.795}\times12=21.3\ \text{eV},\qquad
P_{el}=674\times1.975\times10^{-4}=0.133\ \text{eV},\\
E_c&=15.8+21.3+0.13=37.2\ \text{eV}.
\end{align*}
At $T=5$ eV,
\begin{align*}
P_{ex}&=\frac{2.036}{1.905}\times12=12.8\ \text{eV},\qquad
P_{el}=93.9\times2.904\times10^{-4}=0.027\ \text{eV},\\
E_c&=15.8+12.83+0.03=28.7\ \text{eV}.
\end{align*}
In joules the three results are $9.13\times10^{-18}$, $5.96\times10^{-18}$ and $4.59\times10^{-18}$ J. Integrating the energy loss directly over the distribution and dividing by the integrated ionization rate agrees with \eqref{ec}, evaluated with the closed forms above, to within one part in $10^7$ at all three temperatures.

\section{Comparison of estimate and solution}

\begin{center}
\begin{tabular}{ccccc}
$T$ & $P_{el}$ estimate & $P_{el}$ solution & $E_c$ estimate & $E_c$ solution\\
2 & 0.50 & 1.09 & 56.4 & 57.0\\
3 & 0.081 & 0.133 & 37.2 & 37.2\\
5 & 0.027 & 0.027 & 28.7 & 28.7
\end{tabular}
\end{center}
All entries are in eV. The totals agree to about 1\,\% or better, but for different reasons in the two parts.

For excitation and ionization, the scaling form \eqref{scal} coincides with the full result \eqref{kj}. The estimate replaced $E$ by $E_j$ in the electron flux, which makes the flux too small, and used a cross section linear in $E-E_j$, which is too large. For the shape \eqref{thr} the two errors cancel, since the product $\sigma_jE$ is itself linear above threshold.

For the elastic part the estimate has a real error. The ratio of \eqref{kel} to its estimate is $2/(1+x)^3$, and the ratio of $w_{el}$ to $3(m/M)T$ is $2/(1+x)$. Together,
\[
\frac{P_{el}}{P_{el}^{\,\text{estimate}}}=\frac{4}{(1+x)^4}.
\]
This is 2.16 at 2 eV and 1.64 at 3 eV. It passes through 1 at $x=\sqrt2-1\approx0.41$, which is $T\approx5$ eV. The agreement at 5 eV is therefore a crossing of two curves and says nothing about the quality of the estimate. The total is insensitive to this error because the elastic share of $E_c$ is 1.9\,\% at 2 eV and 0.1\,\% at 5 eV.

The same holds for the energy loss $3(m/M)T$ used with the correct $K_{el}$. It gives an elastic part of 0.63 eV at 2 eV instead of 1.09 eV, and lowers $E_c$ from 57.00 to 56.55 eV. At 5 eV the change in $E_c$ is below 0.01 eV.

\section{Reading the result}

\subsection{Why the cost falls with temperature}

The ionization part is fixed at 15.8 eV. The excitation part is proportional to $\exp(3.8\,\text{eV}/T)$ and falls because excitation has the lower threshold: warming the electrons helps ionization more. The share of excitation in $E_c$ drops from 70\,\% at 2 eV to 45\,\% at 5 eV.

The elastic part falls much faster. Between 2 and 5 eV the product $K_{el}w_{el}$ grows by a factor of about 4.5, while $K_{iz}$ grows by a factor of about 180. Each elastic collision costs more at 5 eV, but far fewer of them occur per ionization: about 94 instead of 7700.

If collisions took all the power absorbed by the electrons, one watt would produce $1/(9.13\times10^{-18})\approx1.1\times10^{17}$ pairs per second at 2 eV and about $2.2\times10^{17}$ at 5 eV. In a discharge, part of the power goes to the walls with the escaping particles, and the yield is lower.

\subsection{Two limits}

At low temperature the elastic part takes over, because it contains the full factor $\exp(E_{iz}/T)$, whereas the excitation part contains the difference of the thresholds. Equations \eqref{kj}, \eqref{kel} and \eqref{wmodel} give, at $T=1$ eV, $P_{ex}\approx268$ eV and $P_{el}\approx985$ eV. The two parts are thus equal somewhere between 1 and 2 eV. Near and below that temperature elastic scattering is not a small correction, and the factor $3/2+s$ in \eqref{w} matters for the total.

At high temperature the exponential in $K_{ex}/K_{iz}$ tends to 1, and $P_{el}$ tends to zero. The model then gives
\[
E_c\to E_{iz}+\frac{S_{ex}}{S_{iz}}E_{ex}=15.8+0.5\times12=21.8\ \text{eV}.
\]
This is a limit of the formulas, not a prediction for hot argon. The threshold cross sections \eqref{thr} level off at high energy, whereas real ones pass a maximum and decrease.

\subsection{How far the numbers can be trusted}

The results inherit the errors of the rate coefficients. A small relative error $\delta$ in $K_{iz}$ alone changes $E_c$ by $-(P_{ex}+P_{el})\,\delta$. At 2 eV, a value of $K_{iz}$ that is 10\,\% too high makes $E_c$ about 4 eV too low. This is several times the whole elastic part.

The shape of the cross sections near threshold matters as well. Suppose that both jump to the constant values $S_j$ at threshold. Then \eqref{K} contains
\[
\int_{E_j}^\infty E\,\mathrm e^{-E/T}dE=T(E_j+T)\,\mathrm e^{-E_j/T},
\]
and $K_{ex}/K_{iz}$ acquires the additional factor $(E_{ex}+T)/(E_{iz}+T)$. At 2 eV this is $14/17.8=0.79$, which lowers the excitation part from 40.1 to about 31.6 eV. The exponential trend survives, but the size of $E_c$ depends on data near threshold. The values 57.0, 37.2 and 28.7 eV therefore belong to the model, not to argon. Commonly used published fits for argon have more excitation per ionization and give larger $E_c$, by roughly 10\,\% to a factor of two at 2 eV depending on the data set, and by less at 5 eV.

The Maxwellian assumption enters through the tail of the distribution. If inelastic collisions deplete the tail increasingly toward high energy, $K_{iz}$ is reduced by a larger factor than $K_{ex}$, because ionization draws on higher energies. At a given $T$ of the bulk electrons, the excitation cost per pair is then higher than calculated here. Finally, when many excited atoms are ionized before they decay, their excitation energy is no longer all lost, and \eqref{ec} has to be replaced by a balance that follows the excited atoms separately.

\section*{Computed values}
\begin{verbatim}
atom mass M = 40 u, m/M = 1.3714e-05
E_iz = 15.8 eV, E_ex = 12.0 eV, E_0 = 12.0 eV
S_iz = 3.0e-20, S_ex = 1.5e-20, S_el = 1.5e-19 m^2
--- T = 2 eV, mean speed = 9.4645e+05 m/s
K_iz = 1.053e-17, K_ex = 3.519e-17, K_el = 8.101e-14 m^3/s
slope s = 1.0714, w_el = 1.411e-04 eV
K_ex/K_iz = 3.3429, K_el/K_iz = 7695.4
ionization part = 15.80 eV
excitation part = 40.12 eV
elastic part    = 1.086 eV
E_c = 57.00 eV = 9.133e-18 J
E_c from rounded table = 56.99 eV
shares: iz 27.7 %, ex 70.4 %, el 1.90 %
usual 3(m/M)T = 8.229e-05 eV, elastic part with it = 0.633 eV
E_c with usual elastic term = 56.55 eV
--- T = 3 eV, mean speed = 1.1592e+06 m/s
K_iz = 1.795e-16, K_ex = 3.185e-16, K_el = 1.210e-13 m^3/s
slope s = 0.9000, w_el = 1.975e-04 eV
K_ex/K_iz = 1.7745, K_el/K_iz = 674.2
ionization part = 15.80 eV
excitation part = 21.29 eV
elastic part    = 0.133 eV
E_c = 37.23 eV = 5.964e-18 J
E_c from rounded table = 37.23 eV
shares: iz 42.4 %, ex 57.2 %, el 0.36 %
usual 3(m/M)T = 1.234e-04 eV, elastic part with it = 0.083 eV
E_c with usual elastic term = 37.18 eV
--- T = 5 eV, mean speed = 1.4965e+06 m/s
K_iz = 1.905e-15, K_ex = 2.036e-15, K_el = 1.788e-13 m^3/s
slope s = 0.6176, w_el = 2.904e-04 eV
K_ex/K_iz = 1.0691, K_el/K_iz = 93.9
ionization part = 15.80 eV
excitation part = 12.83 eV
elastic part    = 0.027 eV
E_c = 28.66 eV = 4.591e-18 J
E_c from rounded table = 28.65 eV
shares: iz 55.1 %, ex 44.8 %, el 0.10 %
usual 3(m/M)T = 2.057e-04 eV, elastic part with it = 0.019 eV
E_c with usual elastic term = 28.65 eV
\end{verbatim}
